# Finite-difference von Karman plate: Stoney's formula at large wafer deflection: test program

```python
"""
Large deflection of a circular wafer carrying a uniformly stressed thin film.

Result under test: with S = K (R^2/h) sqrt(6(1-nu^2)), K = 6 f/(M h^2),
the axisymmetric free-edge plate has, for small S, curvature / K equal to
  centre       1 - (2+nu) S^2 / (96(1+nu))
  edge radial  1 +     nu S^2 / (96(1+nu))
  edge hoop    1 -        S^2 / (96(1+nu)).
At larger S a finite-difference Newton solution gives the curvatures.

R, h: wafer radius and thickness; E, nu: wafer elasticity; M = E/(1-nu);
f: film stress times film thickness; T: scaled slope; P: scaled r*N_r.
The layered-plate energy is an independent calculation from strains.
SI units inside the program; engineering units in the printed output.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import g
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import bmat, diags
from scipy.sparse.linalg import spsolve


def operators(nu, n):
    """Conservative differences of ((xT)'/x)' with the two edge conditions."""
    d = 1.0 / n
    x = d * np.arange(1, n + 1)
    right, left = x + d / 2, x - d / 2
    up = (x + d) / (right * d**2)
    low = (x - d) / (left * d**2)
    mid = -x * (1 / right + 1 / left) / d**2
    low_s, mid_s = low.copy(), mid.copy()
    low_s[-1] += up[-1]
    mid_s[-1] -= 2 * d * nu * up[-1]
    low_f, mid_f = low.copy(), mid.copy()
    low_f[-1], mid_f[-1] = 0.0, 1.0
    slope_op = diags([low_s[1:], mid_s, up[:-1]], [-1, 0, 1], format="csc")
    force_op = diags([low_f[1:], mid_f, up[:-1]], [-1, 0, 1], format="csc")
    return x, slope_op, force_op, 2 * d * (1 + nu) * up[-1]


def plate_solution(S, nu, n=400, start=None):
    """Newton solution; without a starting state the load is raised in steps."""
    x, slope_op, force_op, edge_source = operators(nu, n)
    inside = np.ones(n)
    inside[-1] = 0.0
    if start is None:
        T, P = np.zeros(n), np.zeros(n)
        loads = np.linspace(0, S, int(abs(S)) + 2)[1:]
    else:
        T, P = start[0].copy(), start[1].copy()
        loads = [S]
    for load in loads:
        for _ in range(40):
            res_T = slope_op @ T - P * T / x
            res_T[-1] += edge_source * load
            res_P = force_op @ P + inside * T**2 / x
            jac = bmat([[slope_op - diags(P / x), diags(-T / x)],
                        [diags(2 * inside * T / x), force_op]], format="csc")
            step = spsolve(jac, -np.concatenate([res_T, res_P]))
            T += step[:n]
            P += step[n:]
            size = 1 + np.max(np.abs(T)) + np.max(np.abs(P))
            if np.max(np.abs(step)) < 1e-9 * size:
                break
        else:
            raise RuntimeError("Newton iteration did not converge")
    return T, P


def axis_derivative(values):
    """Derivative at x = 0 of an odd function known at x = d, 2d, ..."""
    n = len(values)
    return (4 * values[0] * n - values[1] * n / 2) / 3


def curvatures(T, S, nu):
    """Scaled curvature: centre, edge radial, edge hoop."""
    return np.array([axis_derivative(T), (1 + nu) * S - nu * T[-1], T[-1]])


def unit_gauss(count=48):
    nodes, weights = legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


def radial_basis(m, count, x):
    """x^m times Legendre polynomials in 2x^2-1, and two x-derivatives."""
    s, c = 2 * x**2 - 1, np.eye(count)
    L = legendre.legval(s, c).T
    L1 = legendre.legval(s, legendre.legder(c, 1)).T
    L2 = legendre.legval(s, legendre.legder(c, 2)).T
    X = x[:, None]
    value = X**m * L
    first = m * X**(m - 1.0) * L + 4 * X**(m + 1) * L1
    second = (m * (m - 1) * X**(m - 2.0) * L + 8 * m * X**m * L1
              + X**m * (4 * L1 + 16 * X**2 * L2))
    return value, first, second


def layered_plate(force, film_h, film_E, film_nu, wafer, count=10):
    """Minimum of the elastic energy of wafer plus film, from the strains."""
    R, h, E, nu = wafer
    x, weight = unit_gauss()
    B, B1, _ = radial_basis(1, count, x)
    zero = np.zeros_like(B)
    stretch_r = np.hstack([B1, zero]) * (h / R)**2
    stretch_t = np.hstack([B / x[:, None], zero]) * (h / R)**2
    bend_r = np.hstack([zero, B1]) * h / R**2
    bend_t = np.hstack([zero, B / x[:, None]]) * h / R**2
    slope_row = np.hstack([zero, B]) * h / R
    z_gauss = h / (2 * np.sqrt(3))
    q = np.zeros(2 * count)
    for fraction in np.linspace(0, 1, 21)[1:]:
        film_stress = fraction * force / film_h
        layers = [(-z_gauss, h / 2, E, nu, 0.0), (z_gauss, h / 2, E, nu, 0.0),
                  (h / 2 + film_h / 2, film_h, film_E, film_nu, film_stress)]
        for _ in range(9):
            slope = slope_row @ q
            grad, hess = np.zeros(2 * count), np.zeros((2 * count, 2 * count))
            hoop_force = np.zeros_like(x)
            for z, thick, young, poisson, stress0 in layers:
                lin_r, lin_t = stretch_r - z * bend_r, stretch_t - z * bend_t
                e_r, e_t = lin_r @ q + slope**2 / 2, lin_t @ q
                c = young / (1 - poisson**2)
                s_r = stress0 + c * (e_r + poisson * e_t)
                s_t = stress0 + c * (e_t + poisson * e_r)
                hoop_force += thick * s_t
                A_r, A_t = lin_r + slope[:, None] * slope_row, lin_t
                area = thick * weight * x
                grad += A_r.T @ (area * s_r) + A_t.T @ (area * s_t)
                W = area[:, None]
                cross = A_r.T @ (W * A_t)
                hess += c * (A_r.T @ (W * A_r) + A_t.T @ (W * A_t)
                             + poisson * (cross + cross.T))
                hess += slope_row.T @ ((area * s_r)[:, None] * slope_row)
            step = np.linalg.solve(hess, -grad)
            q += step
        assert np.max(np.abs(step)) < 1e-7 * (1 + np.max(np.abs(q)))
    end, end1, _ = radial_basis(1, count, np.array([1e-9, 1.0]))
    a = q[count:]
    curv = np.array([end1[0] @ a, end1[1] @ a, end[1] @ a]) * h / R**2
    return curv, h * np.sum(weight * (B @ a)), x, hoop_force


def softest_mode(n, nu, x, weight, T, N_r, N_t, count):
    """Lowest eigenvalue of the energy change for a cos(n angle) deflection."""
    W, W1, W2 = radial_basis(n, count, x)
    U, U1, _ = radial_basis(n - 1, count + 3, x)
    X, slope = x[:, None], T[:, None]
    none_u, none_w = np.zeros_like(U), np.zeros_like(W)
    e_r = np.hstack([U1, none_u, slope * W1])
    e_t = np.hstack([U / X, n * U / X, none_w])
    shear = np.hstack([-n * U / X, U1 - U / X, -n * slope * W / X])
    k_r, k_t = W2, W1 / X - n**2 * W / X**2
    twist = -n * W1 / X + n * W / X**2
    area = weight * x

    def form(a, b, factor=1.0):
        return a.T @ ((area * factor)[:, None] * b)

    total = 2 / (1 - nu**2) * (form(e_r, e_r) + form(e_t, e_t)
                               + nu * (form(e_r, e_t) + form(e_t, e_r))
                               + (1 - nu) / 2 * form(shear, shear))
    m = 2 * U.shape[1]
    total[m:, m:] += (form(k_r, k_r) + form(k_t, k_t)
                      + nu * (form(k_r, k_t) + form(k_t, k_r))
                      + 2 * (1 - nu) * form(twist, twist)
                      + form(W1, W1, N_r) + form(n * W / X, n * W / X, N_t))
    reduced = total[m:, m:] - total[m:, :m] @ np.linalg.solve(
        total[:m, :m], total[:m, m:])
    return np.linalg.eigvalsh((reduced + reduced.T) / 2)[0]


def state_stiffness(state, nu, n, count):
    T, P = state
    grid = np.linspace(0, 1, len(T) + 1)
    T_line = CubicSpline(grid, np.r_[0, T])
    P_line = CubicSpline(grid, np.r_[0, P])
    x, weight = unit_gauss()
    return softest_mode(n, nu, x, weight, T_line(x), P_line(x) / x,
                        P_line(x, 1), count)


def critical_load(nu, count=7):
    """First load at which the two-lobed (n = 2) deflection costs no energy."""
    load = 3.0
    state = plate_solution(load, nu, 200)
    assert state_stiffness(state, nu, 2, count) > 0
    while load < 60:
        following = plate_solution(load + 1, nu, 200, state)
        if state_stiffness(following, nu, 2, count) < 0:
            return brentq(lambda s: state_stiffness(
                plate_solution(s, nu, 200, state), nu, 2, count),
                load, load + 1, xtol=1e-6)
        load, state = load + 1, following
    raise RuntimeError("no loss of stability found in the load range")


# Rough typical inputs: sputtered tantalum on a thinned (100) silicon wafer.
R, h = 0.100, 200e-6
film_h, film_stress = 50e-9, 1.0e9
film_E, film_nu = 186e9, 0.34
c11, c12, c44 = 166e9, 64e9, 80e9
density, initial_bow = 2330.0, 20e-6

# Plane-stress stiffness of the (100) plane and its average over direction.
Q11, Q12 = c11 - c12**2 / c11, c12 - c12**2 / c11
mean_11 = (6 * Q11 + 2 * Q12 + 4 * c44) / 8
mean_12 = (2 * Q11 + 6 * Q12 - 4 * c44) / 8
nu = mean_12 / mean_11
E = mean_11 * (1 - nu**2)
M = E / (1 - nu)
nu_100 = Q12 / Q11
nu_110 = ((Q11 + Q12) / 2 - c44) / ((Q11 + Q12) / 2 + c44)
wafer = (R, h, E, nu)
D = E * h**3 / (12 * (1 - nu**2))
force = film_stress * film_h
unit = h / (R**2 * np.sqrt(6 * (1 - nu**2)))


def stoney(f):
    return 6 * f / (M * h**2)


S = stoney(force) / unit
T, P = plate_solution(S, nu)
curv = curvatures(T, S, nu) * unit
grid = np.linspace(0, 1, len(T) + 1)
bow = unit * R**2 * CubicSpline(grid, np.r_[0, T]).integrate(0, 1)
P_line = CubicSpline(grid, np.r_[0, P])

# The difference operator is exact for x^3.
x_grid, slope_op, force_op, _ = operators(nu, 400)
assert np.allclose((force_op @ x_grid**3)[:-1], 8 * x_grid[:-1], atol=1e-8)

# Energy minimum against the finite-difference solution, at two loads.
for f_test in (force, 2 * force):
    S_test = stoney(f_test) / unit
    T_test, P_test = plate_solution(S_test, nu)
    ref, ref_bow, x_ref, hoop_ref = layered_plate(
        f_test, 1e-9 * h, 0.0, 0.0, wafer)
    fd = curvatures(T_test, S_test, nu) * unit
    assert np.allclose(fd, ref, rtol=3e-4)
    fd_bow = unit * R**2 * CubicSpline(grid, np.r_[0, T_test]).integrate(0, 1)
    assert abs(fd_bow / ref_bow - 1) < 3e-4
    hoop_fd = CubicSpline(grid, np.r_[0, P_test])(x_ref, 1) * D / R**2
    assert np.max(np.abs(hoop_fd - hoop_ref)) < 2e-3 * np.max(np.abs(hoop_ref))

thin, _, _, _ = layered_plate(force, 1e-9 * h, 0.0, 0.0, wafer)
reverse, _, _, _ = layered_plate(-force, 1e-9 * h, 0.0, 0.0, wafer)
assert np.allclose(reverse, -thin, rtol=1e-6)

# Error falls by about four when the spacing is halved.
errors = []
for n in (50, 100, 200):
    T_n, _ = plate_solution(S, nu, n)
    errors.append(np.linalg.norm(curvatures(T_n, S, nu) * unit / thin - 1))
ratios = [errors[0] / errors[1], errors[1] / errors[2]]
assert all(3.5 < ratio < 4.5 for ratio in ratios)

# Small-load laws.
S_small = 0.1
T_small, _ = plate_solution(S_small, nu)
found = (curvatures(T_small, S_small, nu) / S_small - 1) / S_small**2
law = np.array([-(2 + nu), nu, -1.0]) / (96 * (1 + nu))
assert np.allclose(found, law, rtol=5e-3)

# Load at which the leading law predicts a centre error of one per cent.
S_one = np.sqrt(0.01 / -law[0])
T_one, _ = plate_solution(S_one, nu)
drop_one = 1 - curvatures(T_one, S_one, nu)[0] / S_one
assert abs(drop_one / 0.01 - 1) < 0.08
force_one = S_one * unit * M * h**2 / 6
h_standard = 725e-6
force_one_standard = force_one * (h_standard / h)**3

# Stability matrix against the energy of a uniformly curved plate.
x_q, w_q = unit_gauss()
tau_c = 4 * np.sqrt(6 * (1 - nu))
for tau, expected in ((tau_c, 0.0), (tau_c / 2, 6 * (1 - nu))):
    value = softest_mode(2, nu, x_q, w_q, tau * x_q,
                         tau**2 * (1 - x_q**2) / 8,
                         tau**2 * (1 - 3 * x_q**2) / 8, 1)
    assert abs(value - expected) < 1e-7

S_crit = critical_load(nu)
assert abs(critical_load(nu, 9) / S_crit - 1) < 1e-3
crit_state = plate_solution(S_crit, nu, 200)
assert all(state_stiffness(crit_state, nu, n, 7) > 0 for n in (3, 4))
assert S < S_crit


def film_thickness_at(load, poisson):
    K = load * h / (R**2 * np.sqrt(6 * (1 - poisson**2)))
    return K * M * h**2 / 6 / film_stress


crit_h = film_thickness_at(S_crit, nu)
K_crit_estimate = 8 * h / (R**2 * (1 + nu)**1.5)

# Largest centre curvature found on the stable axisymmetric branch.
scan = np.linspace(0.5, S_crit, 40)
state, centres = None, []
for load in scan:
    state = plate_solution(load, nu, 400, state)
    centres.append(curvatures(state[0], load, nu)[0] * unit)
peak = int(np.argmax(centres))

# Real film: finite stiffness and thickness; then recovery of its stress.
real, _, _, _ = layered_plate(force, film_h, film_E, film_nu, wafer)
target = real[2] / unit
S_found = brentq(lambda s: plate_solution(s, nu)[0][-1] - target,
                 target, 2 * target, xtol=1e-7)
stress_found = S_found * unit * M * h**2 / 6 / film_h
assert abs(stress_found / film_stress - 1) < 5e-3

# Gravity with the wafer lying flat on its rim, in linear plate theory.
sag_fd = axis_derivative(spsolve(slope_op, x_grid / 2))
sag_factor = (3 + nu) / (16 * (1 + nu))
assert abs(-sag_fd / sag_factor - 1) < 1e-3
flat_sag = density * g * h * R**2 / D * sag_factor
centre_force = axis_derivative(P) * D / R**2
upright_force = density * g * h * R

K = stoney(force)
print(f"wafer radius {R*1e3:.0f} mm, thickness {h*1e6:.0f} um")
print(f"film thickness {film_h*1e9:.0f} nm, stress {film_stress/1e9:.2f} GPa")
print(f"silicon c11, c12, c44: {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"averaged wafer E {E/1e9:.1f} GPa, nu {nu:.4f}, M {M/1e9:.1f} GPa")
print(f"film force {force:.1f} N/m, bending stiffness D {D:.4f} N m")
print(f"load parameter S {S:.4f} (dimensionless)")
print(f"Stoney curvature {K:.5f} 1/m")
for name, value in zip(("centre", "edge radial", "edge hoop"), curv):
    print(f"{name} curvature {value:.5f} 1/m, ratio to Stoney {value/K:.4f}")
print("leading-law ratios centre, edge radial, edge hoop: "
      + ", ".join(f"{1 + c*S**2:.4f}" for c in law))
print(f"bow {bow*1e6:.1f} um; Stoney bow {K*R**2/2*1e6:.1f} um")
print(f"apparent stress from centre curvature {film_stress*curv[0]/K/1e9:.4f} GPa")
print(f"apparent stress from mean curvature {film_stress*curv[2]/K/1e9:.4f} GPa")
print(f"apparent stress from bow {film_stress*2*bow/R**2/K/1e9:.4f} GPa")
print(f"stress recovered by nonlinear inversion {stress_found/1e9:.4f} GPa")
print(f"membrane force at centre {centre_force:.3f} N/m")
print(f"hoop membrane force at edge {float(P_line(1.0, 1))*D/R**2:.3f} N/m")
print("grid intervals 50, 100, 200: relative error norms "
      + ", ".join(f"{e:.2e}" for e in errors))
print("error ratios on halving spacing: " + ", ".join(f"{r:.3f}" for r in ratios))
print("sweep at the same film stress; curvature ratios to Stoney")
print("film nm | S | Stoney 1/m | centre | edge radial | edge hoop | stable")
for thickness in (10e-9, 20e-9, 50e-9, 100e-9, 150e-9):
    K_row = stoney(film_stress * thickness)
    S_row = K_row / unit
    row = curvatures(plate_solution(S_row, nu)[0], S_row, nu) / S_row
    print(f"{thickness*1e9:.0f} | {S_row:.3f} | {K_row:.5f} | {row[0]:.4f} | "
          f"{row[1]:.4f} | {row[2]:.4f} | {'yes' if S_row < S_crit else 'no'}")
print(f"1% law: S {S_one:.4f}, computed centre drop {100*drop_one:.3f} %")
print(f"1% film force, {h*1e6:.0f} um wafer: {force_one:.2f} N/m")
print(f"1% film force, {h_standard*1e6:.0f} um wafer: {force_one_standard:.1f} N/m")
print(f"buckling: S {S_crit:.3f}, Stoney curvature {S_crit*unit:.5f} 1/m")
print(f"buckling film thickness {crit_h*1e9:.1f} nm")
print(f"uniform-curvature estimate of buckling K {K_crit_estimate:.5f} 1/m")
print(f"largest stable-branch centre curvature {centres[peak]:.5f} 1/m "
      f"at S {scan[peak]:.2f}")
print(f"film stiffness and thickness: centre change {100*(real[0]/thin[0]-1):.3f} %")
for label, poisson in (("<100>", nu_100), ("<110>", nu_110)):
    unit_p = h / (R**2 * np.sqrt(6 * (1 - poisson**2)))
    S_p = K / unit_p
    r_p = curvatures(plate_solution(S_p, poisson)[0], S_p, poisson) / S_p
    h_p = film_thickness_at(critical_load(poisson), poisson)
    print(f"nu of {label} {poisson:.4f}: centre {r_p[0]:.4f}, edge radial "
          f"{r_p[1]:.4f}, edge hoop {r_p[2]:.4f}, buckling {h_p*1e9:.1f} nm")
print(f"flat on rim: linear gravity curvature {flat_sag:.5f} 1/m")
print(f"upright: gravity force scale {upright_force:.3f} N/m, "
      f"{100*upright_force/centre_force:.2f} % of centre force")
print(f"assumed initial bow {initial_bow*1e6:.0f} um, "
      f"{100*initial_bow/bow:.2f} % of film bow")
print(f"edge slope {curv[2]*R:.5f} rad, squared {(curv[2]*R)**2:.2e}")
print("all assertions hold")
```

Printed output:

```
wafer radius 100 mm, thickness 200 um
film thickness 50 nm, stress 1.00 GPa
silicon c11, c12, c44: 166, 64, 80 GPa
averaged wafer E 151.9 GPa, nu 0.1593, M 180.7 GPa
film force 50.0 N/m, bending stiffness D 0.1039 N m
load parameter S 5.0198 (dimensionless)
Stoney curvature 0.04152 1/m
centre curvature 0.03076 1/m, ratio to Stoney 0.7409
edge radial curvature 0.04234 1/m, ratio to Stoney 1.0199
edge hoop curvature 0.03633 1/m, ratio to Stoney 0.8752
leading-law ratios centre, edge radial, edge hoop: 0.5111, 1.0361, 0.7736
bow 169.7 um; Stoney bow 207.6 um
apparent stress from centre curvature 0.7409 GPa
apparent stress from mean curvature 0.8752 GPa
apparent stress from bow 0.8174 GPa
stress recovered by nonlinear inversion 0.9988 GPa
membrane force at centre 20.713 N/m
hoop membrane force at edge -46.234 N/m
grid intervals 50, 100, 200: relative error norms 9.10e-05, 2.28e-05, 5.69e-06
error ratios on halving spacing: 4.001, 4.001
sweep at the same film stress; curvature ratios to Stoney
film nm | S | Stoney 1/m | centre | edge radial | edge hoop | stable
10 | 1.004 | 0.00830 | 0.9812 | 1.0014 | 0.9913 | yes
20 | 2.008 | 0.01661 | 0.9327 | 1.0050 | 0.9685 | yes
50 | 5.020 | 0.04152 | 0.7409 | 1.0199 | 0.8752 | yes
100 | 10.040 | 0.08303 | 0.5106 | 1.0395 | 0.7523 | yes
150 | 15.059 | 0.12455 | 0.3786 | 1.0521 | 0.6729 | yes
1% law: S 0.7179, computed centre drop 0.979 %
1% film force, 200 um wafer: 7.15 N/m
1% film force, 725 um wafer: 340.6 N/m
buckling: S 15.807, Stoney curvature 0.13073 1/m
buckling film thickness 157.4 nm
uniform-curvature estimate of buckling K 0.12818 1/m
largest stable-branch centre curvature 0.04759 1/m at S 15.81
film stiffness and thickness: centre change -0.061 %
nu of <100> 0.2783: centre 0.7543, edge radial 1.0312, edge hoop 0.8877, buckling 138.4 nm
nu of <110> 0.0606: centre 0.7326, edge radial 1.0082, edge hoop 0.8652, buckling 176.5 nm
flat on rim: linear gravity curvature 0.07493 1/m
upright: gravity force scale 0.457 N/m, 2.21 % of centre force
assumed initial bow 20 um, 11.79 % of film bow
edge slope 0.00363 rad, squared 1.32e-05
all assertions hold
```
